# Feshbach projection for two-electron atoms: resonance energy, shift and width: a numerical check

```python
# Feshbach projection for the lowest 1S autoionizing state of helium.
# Result under test: the resonance pole z solves z = E_s + F(z), where
#   E_s = lowest eigenvalue of QHQ, Q = (1-p1)(1-p2), p = |1s><1s| of He+,
#   F(E) = <Phi_s|H P (E - H' + i0)^-1 P H|Phi_s> = Delta - i Gamma/2,
#   H' = PHP + coupling through all QHQ states other than Phi_s.
# Hartree atomic units. Radial functions are r times the usual ones.
# Angular pair functions: sqrt(2l+1) P_l(cos theta12) / (4 pi), l = 0..3.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.linalg import eigh, lu_factor, lu_solve
from scipy.special import eval_genlaguerre, eval_legendre, gammaln

Z = 2.0
E_1S = -Z**2 / 2
N_RAD, L_MAX = 16, 3
R_MAX, N_ELEM, N_LOB = 30.0, 18, 16
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
TIME_FS = constants.physical_constants["atomic unit of time"][0] * 1e15


def build_grid():
    """Lobatto finite elements: nodes, weights, running integral, kinetic."""
    leg = np.polynomial.legendre
    inner = leg.Legendre.basis(N_LOB - 1).deriv().roots()
    x = np.concatenate(([-1.0], np.sort(inner.real), [1.0]))
    wx = 2 / (N_LOB * (N_LOB - 1) * eval_legendre(N_LOB - 1, x)**2)
    inverse = np.linalg.inv(leg.legvander(x, N_LOB - 1))
    unit = np.eye(N_LOB)
    integ = np.array([leg.legval(x, leg.legint(c, lbnd=-1)) for c in unit])
    deriv = np.array([leg.legval(x, leg.legder(c)) for c in unit])
    integ, deriv = integ.T @ inverse, deriv.T @ inverse
    edges = R_MAX * (np.arange(N_ELEM + 1) / N_ELEM)**2
    size = N_ELEM * (N_LOB - 1) + 1
    nodes, weights = np.zeros(size), np.zeros(size)
    running, kinetic = np.zeros((size, size)), np.zeros((size, size))
    for e in range(N_ELEM):
        half = (edges[e + 1] - edges[e]) / 2
        idx = e * (N_LOB - 1) + np.arange(N_LOB)
        nodes[idx] = edges[e] + half * (x + 1)
        weights[idx] += half * wx
        start = running[idx[0]].copy()
        for i in range(1, N_LOB):
            running[idx[i]] = start
            running[idx[i], idx] += half * integ[i]
        kinetic[np.ix_(idx, idx)] += deriv.T @ (wx[:, None] * deriv) / (2 * half)
    return nodes[1:], weights[1:], running[1:, 1:], kinetic[1:, 1:]


r, w, running, kinetic = build_grid()


def multipole(k):
    """Matrix giving the potential of r<^k / r>^(k+1) from a density."""
    up, down = r**k, r**(-k - 1.0)
    return (down[:, None] * running * up[None, :]
            + up[:, None] * (w[None, :] - running) * down[None, :])


pot = [multipole(k) for k in range(2 * L_MAX + 1)]


def orbitals(l):
    """Orthonormal Laguerre functions with exponent Z."""
    x, a = 2 * Z * r, 2 * l + 2
    return np.array([np.exp(0.5 * (np.log(2 * Z) + gammaln(m + 1)
                     - gammaln(m + a + 1)) - x / 2) * x**(l + 1)
                     * eval_genlaguerre(m, a, x) for m in range(N_RAD)])


orb = [orbitals(l) for l in range(L_MAX + 1)]
for functions in orb:
    assert np.allclose((functions * w) @ functions.T, np.eye(N_RAD), atol=1e-8)
phi = 2 * Z**1.5 * r * np.exp(-Z * r)          # exact 1s state of the ion

# ---- two-electron singlet matrices -------------------------------------
ia, ib = np.triu_indices(N_RAD)
n_pair = len(ia)
sym = np.zeros((N_RAD**2, n_pair))
for col, (a, b) in enumerate(zip(ia, ib)):
    value = 1.0 if a == b else np.sqrt(0.5)
    sym[a * N_RAD + b, col] = sym[b * N_RAD + a, col] = value
one = np.eye(N_RAD)


def two_body_sum(matrix):
    return sym.T @ (np.kron(matrix, one) + np.kron(one, matrix)) @ sym


xg, wg = np.polynomial.legendre.leggauss(12)


def angular(l1, k, l2):
    triple = eval_legendre(l1, xg) * eval_legendre(k, xg) * eval_legendre(l2, xg)
    return np.sqrt((2 * l1 + 1) * (2 * l2 + 1)) * 0.5 * np.sum(wg * triple)


dim = n_pair * (L_MAX + 1)
T2, V2 = np.zeros((dim, dim)), np.zeros((dim, dim))
for l1 in range(L_MAX + 1):
    s1 = slice(l1 * n_pair, (l1 + 1) * n_pair)
    B = orb[l1]
    T2[s1, s1] = two_body_sum(B @ kinetic @ B.T
                              + (B * (w * l1 * (l1 + 1) / (2 * r**2))) @ B.T)
    V2[s1, s1] = two_body_sum((B * (-Z * w / r)) @ B.T)
    for l2 in range(L_MAX + 1):
        s2 = slice(l2 * n_pair, (l2 + 1) * n_pair)
        dens = (B[:, None, :] * orb[l2][None, :, :]).reshape(N_RAD**2, -1)
        for k in range(abs(l1 - l2), l1 + l2 + 1, 2):
            g = dens @ (w[:, None] * pot[k]) @ dens.T
            g = g.reshape([N_RAD] * 4).transpose(0, 2, 1, 3)
            g = g.reshape(N_RAD**2, N_RAD**2)
            V2[s1, s2] += angular(l1, k, l2) * sym.T @ g @ sym
T2, V2 = (T2 + T2.T) / 2, (V2 + V2.T) / 2
H2 = T2 + V2

# ---- QHQ: delete every pair that contains the 1s function ---------------
in_q = np.ones(dim, bool)
in_q[:n_pair] = ia > 0
E_q, C_q = eigh(H2[np.ix_(in_q, in_q)])
E_s = E_q[0]
phi_s = np.zeros(dim)
phi_s[in_q] = C_q[:, 0]
weights_l = [np.sum(phi_s[l * n_pair:(l + 1) * n_pair]**2)
             for l in range(L_MAX + 1)]
E_by_l = []
for l in range(L_MAX + 1):
    keep = in_q & (np.arange(dim) < (l + 1) * n_pair)
    E_by_l.append(eigh(H2[np.ix_(keep, keep)], eigvals_only=True)[0])
assert np.all(np.diff(E_by_l) < 0)

# Projector from the analytic 1s function; a penalty on P must give QHQ.
overlap = orb[0] @ (w * phi)
p = np.outer(overlap, overlap)
sum_only = two_body_sum(p)
P_ss = sum_only - sym.T @ np.kron(p, p) @ sym
top_sum_only = np.linalg.eigvalsh(sum_only)[-1]
assert np.allclose(P_ss @ P_ss, P_ss, atol=1e-7)
assert abs(top_sum_only - 2) < 1e-7
penalized = H2.copy()
penalized[:n_pair, :n_pair] += 1e6 * P_ss
E_penalty = eigh(penalized, eigvals_only=True)[0]
assert abs(E_penalty - E_s) < 1e-5              # error falls as 1/penalty
E_full = eigh(H2, eigvals_only=True)
n_below = int(np.sum(E_full < E_s))

# ---- P space on the grid: static-exchange operator and coupling --------
f = w * phi
exchange = w[:, None] * phi[:, None] * pot[0] * phi[None, :]
H_P = (kinetic + np.diag(w * (-Z / r + pot[0] @ phi**2 + E_1S))
       + (exchange + exchange.T) / 2 + 2 * E_1S * np.outer(f, f))
N_P = np.diag(w) + np.outer(f, f)
in_p = ~in_q
E_p_pairs = eigh(H2[np.ix_(in_p, in_p)], eigvals_only=True)[0]
e_box, u_box = eigh(H_P[:-1, :-1], N_P[:-1, :-1])
assert abs(e_box[0] - E_p_pairs) < 1e-6

coupling = []
for l in range(L_MAX + 1):
    y = (pot[l] @ (orb[l] * phi).T).T
    raw = (orb[l][:, None, :] * y[None, :, :]).reshape(N_RAD**2, -1)
    coupling.append(np.sqrt(2) * angular(l, l, 0) * sym.T @ raw)
source = C_q.T @ (np.vstack(coupling)[in_q] * w)   # one row per QHQ state
src = source[0]
# Full-H matrix elements, one-body terms included, against 1/r12 alone.
full_elements = phi_s @ H2[:, :N_RAD]              # pairs (1s, k)
grid_elements = orb[0] @ src
grid_elements[0] /= np.sqrt(2)                     # normalization of 1s 1s
assert np.allclose(full_elements, grid_elements, atol=1e-6)


def operator(E, other_states=True):
    """Weak form of E - PHP, or of E - H', without the surface term."""
    op = E * N_P - H_P
    if other_states:
        op = op - (source[1:].T / (E - E_q[1:])) @ source[1:]
    return op


def F(E, other_states=True):
    """Level-shift function with an outgoing Coulomb wave at R_MAX."""
    k = mp.sqrt(2 * (mp.mpc(complex(E)) - E_1S))
    i = mp.mpc(0, 1)

    def wave(x):
        return mp.whitw(i * (Z - 1) / k, 0.5, -2 * i * k * x)
    op = operator(E, other_states).astype(complex)
    op[-1, -1] += 0.5 * complex(mp.diff(wave, R_MAX) / wave(R_MAX))
    return src @ np.linalg.solve(op, src)


def standing_wave(E, op):
    """Golden-rule width and phase shift from the real regular solution."""
    k = np.sqrt(2 * (E - E_1S))
    u = np.append(np.linalg.solve(op[:-1, :-1], -op[:-1, -1]), 1.0)
    du = -2 * op[-1] @ u / k
    eta, rho = -(Z - 1) / k, k * R_MAX

    def reg(x):
        return mp.re(mp.coulombf(0, eta, x))

    def irr(x):
        return mp.re(mp.coulombg(0, eta, x))
    a = -float(mp.diff(irr, rho)) + du * float(irr(rho))
    b = float(mp.diff(reg, rho)) - du * float(reg(rho))
    return 4 / k * (src @ u)**2 / (a * a + b * b), np.arctan2(b, a)


# ---- width, shift, pole ------------------------------------------------
F_s, F_bare = F(E_s), F(E_s, False)
E_r = E_s
for _ in range(10):
    E_r = E_s + F(E_r).real
F_r = F(E_r)
assert abs(E_r - E_s - F_r.real) < 1e-9
gamma_r = -2 * F_r.imag
gamma_rule, _ = standing_wave(E_r, operator(E_r))
assert abs(gamma_rule / gamma_r - 1) < 1e-5
gamma_bare_rule, _ = standing_wave(E_s, operator(E_s, False))
assert abs(gamma_bare_rule / (-2 * F_bare.imag) - 1) < 1e-5

step = 1e-3
slope = (F(E_r + step) - F(E_r - step)).real / (2 * step)
pole = complex(E_s)
for _ in range(12):
    pole = E_s + F(pole)
assert abs(pole - E_s - F(pole)) < 1e-9
gamma_pole = -2 * pole.imag
gamma_linear = gamma_r / (1 - slope)
assert abs(gamma_linear - gamma_pole) < 2e-6      # second order in the width

# Spectral sum over box states of PHP, off the real axis.
amp2 = (src[:-1] @ u_box)**2
z_off = E_s + 0.6j
F_box, F_off = np.sum(amp2 / (z_off - e_box)), F(z_off, False)
assert abs(F_box - F_off) < 1e-7
bound_parts = amp2[:2] / (E_s - e_box[:2])

# Resonant part of the phase shift, from the complete optical potential.
E_test = E_r + 0.3 * gamma_r
op_bg = operator(E_test)
_, d_bg = standing_wave(E_test, op_bg)
_, d_all = standing_wave(E_test, op_bg - np.outer(src, src) / (E_test - E_s))
F_t = F(E_test)
tan_direct = np.tan(d_all - d_bg)
tan_formula = F_t.imag / (E_test - E_s - F_t.real)
assert abs(tan_direct / tan_formula - 1) < 1e-5

# ---- independent road: complex scaling of the full Hamiltonian ---------
scaled = []
for theta in (0.4, 0.5):
    H_theta = np.exp(-2j * theta) * T2 + np.exp(-1j * theta) * V2
    factors = lu_factor(H_theta - E_s * np.eye(dim))
    vec = phi_s.astype(complex)
    for _ in range(12):
        vec = lu_solve(factors, vec)
        vec /= np.sqrt(vec @ vec)
    scaled.append(vec @ H_theta @ vec)
assert abs(scaled[0] - scaled[1]) < 1e-5
assert abs(pole - scaled[1]) < 1e-5

# ---- output ------------------------------------------------------------
print(f"nuclear charge Z: {Z:.0f}; radial functions per l: {N_RAD}")
print(f"grid radius: {R_MAX:.0f} bohr; grid nodes: {len(r)}")
print(f"singlet pair functions: {dim}; of these in P: {in_p.sum()}")
print(f"N=1 and N=2 thresholds: {E_1S:.4f}, {-Z**2/8:.4f} hartree")
print(f"largest eigenvalue of p1+p2 (no product term): {top_sum_only:.6f}")
for l in range(L_MAX + 1):
    print(f"E_s with pairs up to l={l}: {E_by_l[l]:.6f} hartree")
for l in range(L_MAX + 1):
    print(f"weight of l={l} pairs in Phi_s: {weights_l[l]:.5f}")
print("lowest four QHQ levels:", np.round(E_q[:4], 6), "hartree")
print(f"E_s from penalty on P: {E_penalty:.6f} hartree")
print(f"lowest eigenvalue of full H: {E_full[0]:.6f} hartree")
print(f"eigenvalues of full H matrix below E_s: {n_below}")
print("lowest two PHP levels:", np.round(e_box[:2], 6), "hartree")
print("their parts of the bare shift:", np.round(bound_parts, 6), "hartree")
print(f"bare PHP, at E_s: shift {F_bare.real:.6f} hartree")
print(f"bare PHP, at E_s: width {-2*F_bare.imag:.6f} hartree")
print(f"with other Q states, at E_s: shift {F_s.real:.6f} hartree")
print(f"with other Q states, at E_s: width {-2*F_s.imag:.6f} hartree")
print(f"E_r = E_s + Delta(E_r): {E_r:.6f} hartree")
print(f"shift Delta(E_r): {F_r.real:.6f} hartree = "
      f"{F_r.real*HARTREE_EV:.4f} eV")
print(f"width Gamma(E_r), Green function: {gamma_r:.7f} hartree")
print(f"width Gamma(E_r), golden rule: {gamma_rule:.7f} hartree")
print(f"slope dDelta/dE at E_r: {slope:.5f}")
print(f"Gamma/(1-slope): {gamma_linear:.7f} hartree")
print(f"Feshbach pole, real part: {pole.real:.7f} hartree = "
      f"{pole.real*HARTREE_EV:.4f} eV")
print(f"Feshbach pole, width: {gamma_pole:.7f} hartree = "
      f"{gamma_pole*HARTREE_EV:.4f} eV")
for theta, value in zip((0.4, 0.5), scaled):
    print(f"complex scaling, angle {theta} rad: energy {value.real:.7f}, "
          f"width {-2*value.imag:.7f} hartree")
print(f"distance of the two poles: {abs(pole-scaled[1]):.1e} hartree")
print(f"lifetime 1/Gamma: {TIME_FS/gamma_pole:.3f} fs")
print(f"ejected-electron energy E_r - E_1s: {E_r-E_1S:.6f} hartree")
print(f"F at E_s+0.6i, outgoing wave: {F_off:.7f} hartree")
print(f"F at E_s+0.6i, box-state sum: {F_box:.7f} hartree")
print(f"tan(resonant phase) at E_r+0.3 Gamma, direct: {tan_direct:.6f}")
print(f"tan(resonant phase) at E_r+0.3 Gamma, formula: {tan_formula:.6f}")
print("all tests passed")
```

It prints:

```
nuclear charge Z: 2; radial functions per l: 16
grid radius: 30 bohr; grid nodes: 270
singlet pair functions: 544; of these in P: 16
N=1 and N=2 thresholds: -2.0000, -0.5000 hartree
largest eigenvalue of p1+p2 (no product term): 2.000000
E_s with pairs up to l=0: -0.722864 hartree
E_s with pairs up to l=1: -0.778191 hartree
E_s with pairs up to l=2: -0.778720 hartree
E_s with pairs up to l=3: -0.778761 hartree
weight of l=0 pairs in Phi_s: 0.71831
weight of l=1 pairs in Phi_s: 0.28126
weight of l=2 pairs in Phi_s: 0.00042
weight of l=3 pairs in Phi_s: 0.00001
lowest four QHQ levels: [-0.778761 -0.621968 -0.588383 -0.535846] hartree
E_s from penalty on P: -0.778761 hartree
lowest eigenvalue of full H: -2.903281 hartree
eigenvalues of full H matrix below E_s: 8
lowest two PHP levels: [-2.872507 -2.143449] hartree
their parts of the bare shift: [5.00e-06 2.26e-04] hartree
bare PHP, at E_s: shift 0.000757 hartree
bare PHP, at E_s: width 0.004608 hartree
with other Q states, at E_s: shift 0.000907 hartree
with other Q states, at E_s: width 0.004553 hartree
E_r = E_s + Delta(E_r): -0.777853 hartree
shift Delta(E_r): 0.000908 hartree = 0.0247 eV
width Gamma(E_r), Green function: 0.0045513 hartree
width Gamma(E_r), golden rule: 0.0045513 hartree
slope dDelta/dE at E_r: 0.00057
Gamma/(1-slope): 0.0045539 hartree
Feshbach pole, real part: -0.7778505 hartree = -21.1664 eV
Feshbach pole, width: 0.0045539 hartree = 0.1239 eV
complex scaling, angle 0.4 rad: energy -0.7778507, width 0.0045525 hartree
complex scaling, angle 0.5 rad: energy -0.7778486, width 0.0045488 hartree
distance of the two poles: 3.2e-06 hartree
lifetime 1/Gamma: 5.312 fs
ejected-electron energy E_r - E_1s: 1.222147 hartree
F at E_s+0.6i, outgoing wave: 0.0002905-0.0019365j hartree
F at E_s+0.6i, box-state sum: 0.0002905-0.0019365j hartree
tan(resonant phase) at E_r+0.3 Gamma, direct: -1.666410
tan(resonant phase) at E_r+0.3 Gamma, formula: -1.666410
all tests passed
```
